\section*{Image charges and the transport gap of a site near metal}

\section*{Problem}

A site that can hold one extra electron or one extra hole lies in vacuum at a distance $d=5$~\AA{} $=0.5$~nm from a flat metal surface. The metal is ideal: grounded, without penetration of a static field, and fully relaxed around the mean charge cloud of each carrier. The carriers are localized, and their charge clouds do not change shape when the metal is brought near. The neutral site has no static multipoles.

\begin{enumerate}
\item[(a)] By how much does the metal change the energy of one carrier, and the transport gap?
\item[(b)] What happens to an electron and a hole at the same place, and to a pair with a finite separation?
\item[(c)] Does the extent of the charge clouds matter?
\item[(d)] How do the answers change if the metal has a finite screening length, or if the site is at the middle of a 1~nm dielectric film?
\end{enumerate}

Energies are in eV and lengths in nm. The Coulomb constant is
\begin{equation}
C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
\end{equation}
The metal fills $z<0$, and $d$ is counted from its electrostatic image plane, here $z=0$.

\section*{Solution}

\subsection*{(a) One carrier and the gap}

Let a charge $q$ sit at height $d$ on the $z$ axis, and let $\rho$ be the distance from that axis. For $z>0$ the potential must have the source $q$, vanish at infinity and vanish on the metal. The function
\begin{equation}
\phi=\frac{q}{4\pi\varepsilon_0}\left[\frac{1}{\sqrt{\rho^2+(z-d)^2}}-\frac{1}{\sqrt{\rho^2+(z+d)^2}}\right]
\end{equation}
does all three, since the two terms are equal at $z=0$ and the second has no source above the metal. The solution of this boundary problem is unique, so this is the potential. The second term is the part made by the metal; it looks like a charge $-q$ at height $-d$.

For two unit charges of equal sign at heights $z_1,z_2$ and lateral distance $s$, the interaction added by the metal is therefore
\begin{equation}
w(z_1,z_2,s)=-\frac{C}{\sqrt{(z_1+z_2)^2+s^2}} .
\label{w}
\end{equation}
At its own position a carrier feels the induced interaction $w(d,d,0)=-C/(2d)$. Its energy is half of this. To see why, build up the charge as $\lambda q$, with $\lambda$ from 0 to 1. The induced potential is then $\lambda\phi_{\rm ind}$, and the work is
\begin{equation}
E_{\rm im}=\int_0^1 \lambda\phi_{\rm ind}\,q\,d\lambda=\frac{q\phi_{\rm ind}}{2}=-\frac{C}{4d}\qquad(q=\pm e).
\label{self}
\end{equation}

The force gives a separate check of the half. The surface charge density is
\begin{equation}
\sigma=-\varepsilon_0\left.\frac{\partial\phi}{\partial z}\right|_{0}=-\frac{qd}{2\pi(\rho^2+d^2)^{3/2}},
\end{equation}
and the field pulls on the metal with $\sigma^2/(2\varepsilon_0)$ per area. The total pull is
\begin{equation}
\frac{q^2d^2}{4\pi\varepsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^3}
=\frac{q^2d^2}{4\pi\varepsilon_0}\,\frac{1}{4d^4}=\frac{C}{4d^2}.
\end{equation}
The carrier is attracted with the same strength. This is the slope of $-C/(4d)$, and integration from infinity returns (\ref{self}).

The transport gap is the cost of removing an electron from one neutral site and adding it to another, far away:
\begin{equation}
E_g=[E(N-1)-E(N)]-[E(N)-E(N+1)].
\end{equation}
Both charged energies fall by $C/(4d)$. The first bracket, the ionization energy, falls by this amount, and the second, the electron affinity, rises by it. In this model $E(N)$ does not change, so
\begin{equation}
\Delta E_g=-\frac{C}{2d}.
\label{gap}
\end{equation}
With the numbers of the problem,
\begin{equation}
E_{\rm im}=-\frac{1.440}{4(0.5)}=-0.72\ \text{eV},\qquad
\Delta E_g=-\frac{1.440}{2(0.5)}=-1.44\ \text{eV}.
\end{equation}
A finite-difference solution of Poisson's equation, with zero potential imposed in the metal and no image charge assumed, also gives $-1.44$~eV for the gap.

The result depends strongly on where the image plane is. At $d=0.4$~nm the shift is $-1.80$~eV, and at 0.6~nm it is $-1.20$~eV. As $d\to\infty$ it vanishes as $1/d$. As $d\to0$ the formula diverges and fails, because the cloud then overlaps the metal and no real surface is sharp on that scale.

\subsection*{(b) The electron-hole pair}

For charges of opposite sign the cross term enters with a minus sign:
\begin{equation}
\Delta E_{\rm pair}=\tfrac12 w_{ee}+\tfrac12 w_{hh}-w_{eh}.
\label{pair}
\end{equation}
There is no half before $w_{eh}$, since the double sum over charges contains it twice. If both carriers are at the same point, $w_{ee}=w_{hh}=w_{eh}=-C/(2d)$, and
\begin{equation}
\Delta E_{\rm pair}=-0.72-0.72+1.44=0\ \text{eV}.
\end{equation}
Each carrier is attracted by its own image and repelled by that of its partner. The cancellation needs only equal values of the three couplings, so it also holds for a coincident pair in a linearly polarizable film.

This concerns the part of the energy made by the metal. The direct attraction of electron and hole is there without the metal, and for real clouds it is finite. If the pair energy is written as the gap minus a binding energy, the gap falls by 1.44~eV and so does the binding energy. The excitation energy of the compact pair stays where it was.

Now separate the carriers by $s$ along the surface. From (\ref{w}) and (\ref{pair}),
\begin{equation}
\Delta E_\parallel=-\frac{C}{2d}\left[1-\frac{1}{\sqrt{1+s^2/(4d^2)}}\right].
\label{par}
\end{equation}
For $s\to\infty$ this becomes $-C/(2d)$, the gap shift, as it must for two independent carriers. The pair has half of that shift when the square root equals 2, that is, at $s=2\sqrt3\,d\approx1.7$~nm. For $s=0.3$~nm,
\begin{equation}
\Delta E_\parallel=-1.44\left[1-\frac{1}{\sqrt{1.09}}\right]=-0.061\ \text{eV}.
\end{equation}

For a separation $a<2d$ along the normal, the heights are $d\pm a/2$, whose sum is $2d$. Then
\begin{align}
\Delta E_\perp&=-\frac{C}{4}\left[\frac{1}{d+a/2}+\frac{1}{d-a/2}\right]+\frac{C}{2d}\nonumber\\
&=-\frac{C}{4}\,\frac{2d}{d^2-a^2/4}+\frac{C}{2d}
=-\frac{C}{2d}\,\frac{a^2}{4d^2-a^2}.
\label{perp}
\end{align}
For $a=0.3$~nm this is $-1.44\,(0.09/0.91)=-0.142$~eV. A pair of this size is thus shifted by about a tenth of the gap shift or less in these two orientations.

For separations small against $d$, the leading terms of (\ref{par}) and (\ref{perp}), with $s=a$, are
\begin{equation}
\Delta E_\parallel\approx-\frac{Ca^2}{16d^3},\qquad
\Delta E_\perp\approx-\frac{Ca^2}{8d^3}.
\end{equation}
The energy is quadratic in the dipole, and a random direction puts one third of the squared dipole on each axis. The average is
\begin{equation}
\frac13\left(-\frac{Ca^2}{8d^3}\right)+\frac23\left(-\frac{Ca^2}{16d^3}\right)=-\frac{Ca^2}{12d^3}.
\end{equation}
This also sizes an effect left out in (a). A neutral site has a fluctuating dipole, which the metal attracts. For a root-mean-square length of 0.1~nm the energy is $-0.0096$~eV if the metal follows the fluctuation at once, and smaller in size if it lags behind. The charged sites have such a term too, so part of it cancels in the gap; the remainder is not computed here.

\subsection*{(c) Extended clouds}

Let the added charge be a spherical cloud lying wholly above the metal. Its mirror cloud is spherical too, and everywhere above the surface it acts like a point charge at its centre. The potential it makes there obeys Laplace's equation, and the average of such a potential over a sphere equals its value at the sphere's centre. Averaging over the original cloud, shell by shell, therefore gives the point value $-C/(2d)$ again.

The radii have dropped out. This holds for the response to the mean charge. A metal that also follows the motion of a carrier inside its cloud adds a fluctuation energy like that in (b), which does depend on the size of the cloud; it is left out here. For concentric spherical clouds of different radii, $w_{ee}$, $w_{hh}$ and $w_{eh}$ are still equal, so the gap shift is still (\ref{gap}) and the pair shift is still zero. A direct sum over two shells of radii 0.2 and 0.1~nm gives $-1.44$~eV for the gap and zero, to rounding error, for the pair.

A flat cloud behaves differently. Take both carriers on a ring of radius $b$ parallel to the surface. Two points of the ring separated by the angle $\theta$ are $2b\sin(\theta/2)$ apart, so
\begin{equation}
\Delta E_g=-\frac{C}{\pi}\int_0^\pi\frac{d\theta}{\sqrt{4d^2+4b^2\sin^2(\theta/2)}} .
\end{equation}
For $\theta>0$ the distance to the image charge exceeds $2d$, so the shift is smaller in size than for a point. For $b=0.3$~nm it is $-1.33$~eV. An electron and a hole on the same ring still have no net shift, because their couplings are equal. If one is on a ring and the other in a sphere, this argument no longer applies.

\subsection*{(d) A softer metal and a polarizable film}

Both cases are solved by splitting the potential into waves along the surface, with wave number $k$. The identity
\begin{equation}
\frac{1}{\sqrt{s^2+z^2}}=\int_0^\infty dk\,J_0(ks)\,e^{-k|z|}
\end{equation}
shows that a point charge contributes a profile $e^{-k|z-d|}$ for each $k$. A surface returns this profile multiplied by a reflection factor $R$. At the position of the charge the path down and back gives $e^{-2kd}$, so
\begin{equation}
\Delta E_g=2\times\tfrac12 w=C\int_0^\infty dk\,R(k)\,e^{-2kd}.
\end{equation}
The ideal metal has $R=-1$, which returns (\ref{gap}).

\paragraph{Finite screening length.} Let the metal's surface stay at $z=0$, with $d$ now counted from this surface. In a Thomas--Fermi metal with screening length $1/\kappa$, the potential obeys $f''=(k^2+\kappa^2)f$ and decays into the metal as $e^{Kz}$, with $K=\sqrt{k^2+\kappa^2}$. Just above the surface it is $e^{kz}+Re^{-kz}$. Continuity of value and slope, with $T$ the amplitude inside, requires
\begin{equation}
1+R=T,\quad k(1-R)=KT\quad\Rightarrow\quad R=-\frac{K-k}{K+k}.
\end{equation}
For $k\ll\kappa$, $R\approx-(1-2k/\kappa)\approx-e^{-2k/\kappa}$. This replaces $d$ by $d+1/\kappa$: the image plane moves into the metal by one screening length. For $1/\kappa=0.05$~nm the full integral and this estimate both give $-1.31$~eV. In a real metal the electrons also spill out of the surface, which moves the image plane the other way.

\paragraph{Site at the middle of a film.} Let the film have permittivity $\varepsilon$ and thickness $2d$, with the site at height $d$. The direct profile now carries a factor $1/\varepsilon$. Let $R_1$ and $R_2$ be the reflection factors of the lower and upper faces, and put $v=e^{-kd}$, $u=v^2=e^{-2kd}$. The wave leaving each face, with amplitude $\alpha$ below and $\beta$ above, is the reflection of the direct wave plus that of the wave from the other face:
\begin{equation}
\alpha=R_1(v+u\beta),\qquad \beta=R_2(v+u\alpha).
\end{equation}
Inserting one into the other gives
\begin{equation}
\alpha=\frac{R_1v(1+R_2u)}{1-R_1R_2u^2},\qquad
\beta=\frac{R_2v(1+R_1u)}{1-R_1R_2u^2}.
\end{equation}
The profile at the site is
\begin{equation}
F=1+v(\alpha+\beta)=\frac{(1+R_1u)(1+R_2u)}{1-R_1R_2u^2}.
\end{equation}

At a face towards vacuum, continuity of the potential and of $\varepsilon$ times its slope gives $1+R=T$ and $\varepsilon(1-R)=T$, hence $R=r=(\varepsilon-1)/(\varepsilon+1)$. The film on metal has $R_1=-1$, $R_2=r$; the free-standing film has $R_1=R_2=r$. Their difference is
\begin{align}
F_{\rm metal}-F_{\rm free}
&=\frac{(1-u)(1+ru)}{1+ru^2}-\frac{1+ru}{1-ru}\nonumber\\
&=(1+ru)\,\frac{(1-u)(1-ru)-(1+ru^2)}{(1+ru^2)(1-ru)}\nonumber\\
&=-\frac{(1+r)\,u\,(1+ru)}{(1+ru^2)(1-ru)} .
\end{align}
The gap difference is $(C/\varepsilon)\int dk$ of this. With $|dk|=|du|/(2du)$, where the $d$ in the denominator is the height, the factor $u$ cancels:
\begin{equation}
\Delta E_g^{\rm film}=-\frac{C}{2d\,\varepsilon}\,I,\qquad
I=\int_0^1\!\frac{(1+r)(1+ru)}{(1+ru^2)(1-ru)}\,du .
\label{film}
\end{equation}
For $\varepsilon=2$, $r=1/3$ and $I=1.703$, so the metal lowers the gap by $0.72\times1.703=1.23$~eV relative to the same film standing free.

This is much closer to the vacuum value than to half of it. The integrand of $I$, divided by $\varepsilon$, is the ratio to the vacuum case for each $k$. For long waves, $u=1$, it is $(1+r)/[\varepsilon(1-r)]=1$: in the free film their field runs mostly outside, so the potential at the site has its vacuum value, and the metal brings it to zero as it would without the film. For short waves, $u\to0$, it is $(1+r)/\varepsilon=2/(\varepsilon+1)=0.67$. The integral gives $1.703/2=0.85$. For $\varepsilon\to1$ one recovers (\ref{gap}), and for $\varepsilon\to\infty$ the metal-induced shift goes to zero.

The reference matters. Relative to a site in an infinite medium of the same $\varepsilon$, the free film already has a wider gap. From $F_{\rm free}-1=2ru/(1-ru)$,
\begin{equation}
\frac{C}{2d\,\varepsilon}\int_0^1\frac{2r\,du}{1-ru}=-\frac{C}{d\,\varepsilon}\ln(1-r)=+0.58\ \text{eV}.
\end{equation}
The film on metal therefore has a gap $1.23-0.58\approx0.64$~eV below the infinite medium (from unrounded values). If the dielectric filled the whole half-space, then $F-1=-u$, and the shift from the infinite medium would be $-C/(2d\varepsilon)=-0.72$~eV.

\section*{Cases side by side}

In all rows $d=0.5$~nm.

\begin{center}
\begin{tabular}{lr}
\hline
Case & Shift (eV)\\
\hline
Gap, point or spherical carriers & $-1.44$\\
Gap, ring of radius 0.3 nm & $-1.33$\\
Gap, screening length 0.05 nm & $-1.31$\\
Gap, film on metal minus free film & $-1.23$\\
Gap, filled half-space minus bulk & $-0.72$\\
Pair, coincident & $0$\\
Pair, 0.3 nm along surface & $-0.06$\\
Pair, 0.3 nm along normal & $-0.14$\\
\hline
\end{tabular}
\end{center}

The film and the filled half-space have $\varepsilon=2$. The gap rows are separate variations of the first. The film and half-space rows have their own reference states, as labelled, and in the screening row $d$ is counted from the surface. The corrections are not additive in general.

\section*{Real films and tunnelling}

The value $\varepsilon=2$ is a rough electronic permittivity for organosilicate low-$k$ dielectrics. A thickness of 1~nm is far below that of usual interlayer films; for a site 0.5~nm from the metal in a thick film, the filled half-space is the better model. Real films break the assumption of a uniform continuum, which is doubtful at 0.5~nm, and the atoms around a long-lived carrier relax, which the electronic permittivity leaves out. Neither effect is sized here. Of those that are, the polarization of the 1~nm film takes about 0.2~eV off the vacuum shift (about 0.5~eV for a thick film against the same film standing free, where the shift tends to $-(1+r)C/(2d\varepsilon)=-0.96$~eV, and 0.7~eV for the filled half-space measured from the bulk), while an uncertainty of 0.1~nm in the image plane moves it by 0.2 to 0.4~eV.

A carrier so close to a metal can also tunnel into it. For kinetic energy $E$ outside a rectangular barrier that rises $V$ above the carrier's energy, let $q$ and $b$ be the wave number outside and the decay constant inside. If the barrier is thick, the two faces can be matched one after the other. Continuity of the wave and its slope gives the amplitude factors $2iq/(iq-b)$ on entry and $2b/(b-iq)$ on exit. With $q^2\propto E$ and $b^2\propto V$, the transmission is
\begin{equation}
T\approx\frac{16EV}{(E+V)^2}\,e^{-2bd}.
\end{equation}
With $E=5$~eV, $T=1.4\times10^{-4}$ for $V=4$~eV and $2.3\times10^{-3}$ for $V=2$~eV. A rough attempt rate $\nu=10^{15}$~s$^{-1}$ gives level widths $\hbar\nu T$ of about 0.09 and 1.5~meV. Both are below the thermal energy at 300~K, 26~meV, and far below the gap shift. The estimate omits the image force, which lowers and thins the barrier and can raise the widths by about ten times or more. For the 2~eV barrier the width can then reach the thermal energy. For an extra electron leaving a neutral site it stays small against the gap shift for both barriers, and on that scale the carrier may be treated as localized. A hole is less safe, because the electron that fills it is also attracted by the charged site. On the axis its potential in vacuum is $-C/(d-z)+C/(d+z)-C/(4z)$, whose maximum lies 4.3~eV below the vacuum level, near $z=0.15$~nm (half as deep for $\varepsilon=2$). For a hole the barrier must be counted from this lowered top, and a level less than 4.3~eV below vacuum has no barrier on the axis at this distance. For lower barriers or smaller $d$ this picture can fail. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
C = e^2/(4 pi eps0): 1.43996 eV nm
height d above image plane: 0.50 nm
energy shift of one carrier: -0.7200 eV
transport gap shift in vacuum: -1.4400 eV
same, finite-difference Poisson: -1.4400 eV
pull from surface charge: 1.4400 eV/nm
slope of numerical energy: 1.4405 eV/nm
pair cross term: 1.4400 eV
coincident pair, total shift: 0.0000 eV
shell radii, electron and hole: 0.20, 0.10 nm
gap shift of shell clouds: -1.4400 eV
pair shift of shell clouds, size: 2.2e-16 eV
gap shift at d = 0.4 nm: -1.8000 eV
gap shift at d = 0.6 nm: -1.2000 eV
ring orbital radius: 0.30 nm
gap shift of ring orbital: -1.3315 eV
electron-hole separation: 0.30 nm
pair shift, parallel to surface: -0.0607 eV
pair shift, normal to surface: -0.1424 eV
fluctuating dipole length: 0.10 nm
its averaged image energy: -0.0096 eV
metal screening length: 0.050 nm
gap shift, screened metal: -1.3093 eV
same, moved image plane: -1.3091 eV
film permittivity: 2.0 (no unit)
film thickness: 1.00 nm
reflection factor r: 0.3333 (no unit)
film integral over u: 1.7032 (no unit)
gap, film on metal minus free film: -1.2263 eV
gap, free film minus bulk: 0.5839 eV
gap, film on metal minus bulk: -0.6424 eV
gap shift, filled half-space: -0.7200 eV
kinetic energy in tunnelling model: 5.0 eV
attempt rate: 1.0e+15 1/s
barrier 4.0 eV: transmission 1.40e-04, width 0.092 meV
barrier 2.0 eV: transmission 2.33e-03, width 1.532 meV
thermal energy at 300 K: 25.85 meV
\end{verbatim}
